# Sampling Phonon Directions at an Isothermal Black Wall

**Q.** I am tracking phonons through a silicon film between two contacts, each treated as an isothermal black wall. Such a wall favours no direction, so I draw the cosine $\mu$ between the phonon's direction and the inward normal as $\mu=R$, with $R$ uniform on $(0,1)$, and the azimuth uniformly. That spreads the phonons evenly over the hemisphere. Is anything wrong with it?

**A.** Yes. What is even over directions is the population of phonons in a volume at one instant. You are sampling the phonons that leave a surface during an interval of time, and that is a different population.

Put the wall next to a phonon gas at the wall's own temperature. The gas is in equilibrium and, if the group speed $v$ is the same in all directions, its velocities are isotropic: of $n$ phonons per volume, $n\,d\mu/2$ have a cosine in $d\mu$, with $-1<\mu<1$. A black wall reflects nothing, so every phonon beside it that moves away from it was emitted by it. In a time $dt$, those with cosine $\mu$ that leave an area $A$ fill a slanted cylinder of height $v\mu\,dt$. Their number is

$$dN=\frac{n\,d\mu}{2}\,A\,v\mu\,dt ,\qquad N=\frac{nvA\,dt}{2}\int_0^1\mu\,d\mu=\frac{nv}{4}A\,dt .$$

The probability density of an emitted cosine is the ratio, $p(\mu)=2\mu$. Its cumulative law is $\int_0^\mu 2\mu'd\mu'=\mu^2$. Setting this equal to $R$ gives

$$\mu=\sqrt R .$$

Emission depends on the wall's temperature alone, so the law stays the same when the gas is taken away.

A direct count agrees. Points were given isotropic random velocities and random distances up to $v\,dt$ from a plane. A fraction 0.2503 crossed it, against the expected $1/4$. The crossing phonons had mean cosine 0.6663, against $\int_0^1 2\mu^2d\mu=2/3$; your rule gives $1/2$. A share of 0.2508 crossed at more than 60° from the normal, where $\mu^2$ gives $1/4$ and your rule $1/2$.

**Q.** So is a uniform draw never right, and the square root compulsory?

**A.** Neither. Phonons placed in the volume at the start of a run are a snapshot, so their directions are uniform over the sphere. So are directions after isotropic scattering. At the wall you may also keep $\mu=R$ if each phonon carries the weight $2\mu$: the weighted density is then $2\mu$ again. The square root is needed when emitted phonons carry equal weights and $\mu$ is drawn by inverting the cumulative law.

**Q.** I do use equal weights, but I fix the total emitted power separately at the correct value. Then the heat flux should survive, at least in a thick film, where scattering wipes out the initial direction.

**A.** We can calculate that. Keep the emitted power, the film and the scattering fixed, and change the angular law alone. Assume a steady state, one mean free path $\Lambda$, isotropic scattering that conserves energy, and a wall temperature difference $\Delta T$ small enough for linear response. Temperatures are counted from the cold wall. With heat capacity $C$ per volume, the correct emitted surplus is $Cv\Delta T/4$, by the count above with $n$ replaced by the energy density $C\Delta T$.

Measure $x$ in mean free paths, so a film of thickness $L$ has $t=L/\Lambda$. Let $I(x,\mu)$ be the surplus energy density per unit $\mu$, divided by its equilibrium value $C\Delta T/2$. The local temperature rise divided by $\Delta T$ is $\theta=\frac12\int_{-1}^1I\,d\mu$, and the flux in units of $Cv\Delta T/4$ is $2\int_{-1}^1\mu I\,d\mu$. The transport equation is $\mu\,\partial I/\partial x=\theta-I$.

At the hot wall, $2\mu I$ is the emitted density per unit $\mu$. The root law makes it $2\mu$, so $I=1$. Your law makes it 1, so $I=1/(2\mu)$: grazing phonons are far too dense. For $\mu>0$ the solution is

$$I(x,\mu)=I(0,\mu)e^{-x/\mu}+\int_0^x\theta(y)e^{-(x-y)/\mu}\frac{dy}{\mu},$$

with the mirror expression for $\mu<0$ and nothing entering from the cold wall. Define $E_n(s)=\int_0^1\mu^{n-2}e^{-s/\mu}d\mu$, for which $E_n'=-E_{n-1}$ and $E_2(0)=1$. Averaging $I$ over $\mu$ gives

$$\theta(x)=\tfrac12\int_0^tE_1(|x-y|)\theta(y)\,dy+g(x),$$

with $g=\frac12E_2(x)$ for the root law and $g=\frac14E_1(x)$ for yours.

**Q.** How do I get the transmitted heat from this?

**A.** It is easier to follow one phonon. Let $P(x)$ be the probability that a phonon just scattered at $x$ finally leaves through the far wall, at $x=t$. It gets there without another collision with probability $\frac12\int_0^1e^{-(t-x)/\mu}d\mu=\frac12E_2(t-x)$. Otherwise it scatters next at $y$, with density $\frac12E_1(|x-y|)$. Hence

$$P(x)=\tfrac12\int_0^tE_1(|x-y|)P(y)\,dy+\tfrac12E_2(t-x).$$

By mirror symmetry $P(t-x)$ is the probability of leaving through the near wall, so $P(x)+P(t-x)=1$.

A phonon emitted by your law crosses directly with probability $\int_0^1e^{-t/\mu}d\mu=E_2(t)$, or has its first collision at $y$ with density $\int_0^1e^{-y/\mu}d\mu/\mu=E_1(y)$. Its transmission probability is

$$T_u=E_2(t)+\int_0^tE_1(y)P(y)\,dy=2P(0),$$

where the last step is the equation for $P$ at $x=0$. The factor has a simple meaning. A phonon scattered right at the wall goes back into it half the time, and otherwise enters the film with uniform $\mu$. Your rule launches phonons as if they had been scattered at the surface.

For the root law the same reasoning carries the density $2\mu$:

$$T=2E_3(t)+2\int_0^tE_2(y)P(y)\,dy .$$

**Q.** And in a thick film the two become equal?

**A.** They do not. For $t\gg1$ the term $\frac12E_2(t-x)$ is negligible near the emitting wall, so there $P=cS$, where

$$S(x)=\tfrac12\int_0^\infty E_1(|x-y|)S(y)\,dy,\qquad S\to x+q\ \text{ deep inside}.$$

A straight line solves this equation far from the wall because the kernel is even and has unit weight. I assume that the wall's disturbance of the line dies out within some mean free paths; the numbers below test the consequences. We need two properties of $S$.

*Its value at the wall.* Put $y=x\mp s$ in the two halves of the integral and differentiate. The moving limit at the wall leaves one extra term:

$$S'(x)=\tfrac12\int_0^\infty E_1(|x-y|)S'(y)\,dy+\tfrac12E_1(x)S(0).$$

Multiply this by $S(x)$, multiply the equation for $S$ by $S'(x)$, and subtract. The left sides cancel. Integrate over $x$ from 0 to a deep plane $X$. The extra term gives $S(0)\cdot\frac12\int_0^XE_1S\,dx\to S(0)^2$, by the equation for $S$ at $x=0$. Therefore

$$S(0)^2=\tfrac12\int_0^Xdx\int_0^\infty dy\,E_1(|x-y|)\,[S'(x)S(y)-S(x)S'(y)].$$

The bracket changes sign when $x$ and $y$ are exchanged, so the region $y<X$ contributes zero. What remains has $x<X<y$. The kernel confines it to the neighbourhood of $X$, where $S=x+q$ and $S'=1$, so the bracket is $y-x=s$. Pairs with separation $s$ that straddle $X$ occupy a range of length $s$ in $x$. Thus

$$S(0)^2=\tfrac12\int_0^\infty s^2E_1(s)\,ds=\tfrac12\int_0^1\frac{2\mu^3}{\mu}\,d\mu=\tfrac13,\qquad S(0)=\frac1{\sqrt3}.$$

*Its flux.* The flux towards the wall carried by the profile $S$ is

$$J(x)=2\int_x^\infty E_2(y-x)S(y)\,dy-2\int_0^xE_2(x-y)S(y)\,dy .$$

Each moving limit contributes $-2S(x)$ to the derivative, and differentiating the kernels gives $+2\int_0^\infty E_1(|x-y|)S\,dy=4S(x)$. So $J'=0$. Deep inside, the constant part of $S$ cancels between the two directions and the slope leaves

$$J=4\int_0^\infty sE_2(s)\,ds=4\int_0^1\mu^2d\mu=\tfrac43 .$$

At $x=0$ this same constant is $2\int_0^\infty E_2S\,dy$.

The direct terms $E_2(t)$ and $2E_3(t)$ are exponentially small, so $T_u\to2cS(0)=2c/\sqrt3$ and $T\to4c/3$. Hence

$$\frac{T_u}{T}\to\frac{2/\sqrt3}{4/3}=\frac{\sqrt3}{2}=0.8660 .$$

Your flux is 13.4% below the correct one however thick the film.

**Q.** But the direction really is forgotten after a few collisions.

**A.** The direction is forgotten; the depth of the first collision is not. That depth averages $\langle\mu\rangle$ mean free paths in a thick film: $2/3$ for the root law, $1/2$ for yours. Starting closer to the wall, your phonons return to it more often. In a thick film the chance of crossing is small and proportional to $S$ near the wall, so a shift of a fraction of a mean free path changes it by a fixed fraction.

The constant $c$ follows from $P(t/2)=\frac12$: $c(t/2+q)=\frac12$, so $c=1/(t+2q)$. The correct flux then tends to $\frac{Cv\Delta T}{4}\cdot\frac{4}{3t}=\frac{Cv\Lambda}{3}\frac{\Delta T}{L}$, which is Fourier's law with $k=Cv\Lambda/3$. With your sampler, the conductivity computed from the flux and the contact temperatures would converge to $\sqrt3/2$ of that value. The temperature slope deep inside the film falls by the same factor, so the flux divided by that slope would still give $k$.

**Q.** And in the thin limit?

**A.** There the flux does recover. To leading order a phonon collides at most once, and then leaves by either wall with equal chance, so the loss is half the collision probability. For the root law that probability is $1-2E_3(t)\approx2t$, and $T\approx1-t$. For yours it is $1-E_2(t)=\int_0^tE_1ds$. With $E_1(s)\approx-\gamma-\ln s$ at small $s$, where $\gamma=0.577$ is Euler's constant,

$$T_u\approx1-\tfrac t2\,(1-\gamma-\ln t).$$

At $t=0.04$ these give 0.960 and 0.927; the full solutions are 0.9633 and 0.9261. Both laws tend to 1, yours more slowly because of its grazing phonons.

**Q.** So for a very thin film my rule is harmless?

**A.** For the flux, increasingly so, but not for the temperature. Raise both walls by the same $\Delta T$. The film must then rise by $\Delta T$ everywhere. The root law does this: with $\theta=1$ the integral term is $\frac12[1-E_2(x)]+\frac12[1-E_2(t-x)]$, and the two wall sources $\frac12E_2(x)+\frac12E_2(t-x)$ complete it to 1.

For your law the sources are $\frac14[E_1(x)+E_1(t-x)]$. Differentiate the equation for $P$ as we did for $S$, now with two ends:

$$P'(x)=\tfrac12\int_0^tE_1(|x-y|)P'(y)\,dy+\tfrac12P(0)E_1(x)+\tfrac12[1-P(t)]E_1(t-x).$$

Since $1-P(t)=P(0)$, division by $2P(0)$ produces your sources. So $\theta=P'(x)/[2P(0)]$, and its film average is

$$\bar\theta=\frac{P(t)-P(0)}{2P(0)\,t}=\frac{1-2P(0)}{2P(0)\,t}=\frac{1-T_u}{T_u\,t}.$$

In a thin film this grows as $\frac12(1-\gamma-\ln t)$: grazing phonons linger, and the film comes out too hot. Deep inside a thick film $\theta=c/(2c/\sqrt3)=\sqrt3/2$, which is too cold. At the walls $\theta$ diverges as $-\frac14\ln x$, from the source $\frac14E_1(x)$. Equal walls with a film at another temperature between them contradict thermal equilibrium, so this is a useful trial for a wall sampler. Compare the whole profile, not only its mean: near $t=1.6$ your law gives a mean rise of 1 by coincidence, with the middle too cold and the edges too hot.

**Q.** Put numbers to it. My film is 100 nm thick, near 300 K, with 1 K between the contacts.

**A.** Take rough gray parameters for silicon: $C=0.90$ MJ/(m³ K), $v=1900$ m/s, $\Lambda=250$ nm. Then $t=100/250=0.40$, the bulk conductivity is $Cv\Lambda/3=142.5$ W/(m K), and the emitted surplus is $0.90\times10^6\times1900\times1/4=427.5$ MW/m².

The film equation gives $T=0.7459$. The flux is $0.7459\times427.5=318.9$ MW/m², and the effective conductivity, flux times thickness over $\Delta T$, is 31.9 W/(m K). Your law gives $T_u=0.6668$, hence 285.1 MW/m² and 28.5 W/(m K), which is 10.6% too low relative to the root law.

With both walls raised by 1 K, your film warms on average by $(1-0.6668)/(0.6668\times0.40)=1.249$ K. The rise is 1.126 K at mid-film and 1.825 K at 1 nm from a wall.

The transmissions and the mean rises were tested by following one million phonons per law through the film, with exponentially distributed free paths. The mean rise comes from the average path $\ell$, in mean free paths, that a phonon flies before it leaves. Each wall emits $Cv\Delta T/4$ and a phonon stays for a time $\ell\Lambda/v$, so the two walls together maintain an energy $C\Delta T\,\ell\Lambda/2$ per area. Division by $CL$ gives the mean rise $\Delta T\,\ell/(2t)$.

| Quantity | Tracked | Theory |
|---|---|---|
| $T$, root law | 0.7454 ± 0.0004 | 0.7459 |
| $T_u$, uniform law | 0.6670 ± 0.0005 | 0.6668 |
| $T$, uniform with weight $2\mu$ | 0.7468 ± 0.0007 | 0.7459 |
| Mean rise, root law (K) | 1.0009 ± 0.0008 | 1 |
| Mean rise, uniform law (K) | 1.2490 ± 0.0010 | 1.2493 |

The ± values are one standard error. The weighted draw repairs the transmission, at the price of more noise in it.

**Q.** How does the flux error change with thickness?

**A.** With the other parameters held fixed:

| $L$ (nm) | $T$ | $T_u$ | Error (%) |
|---|---|---|---|
| 10 | 0.963 | 0.926 | −3.9 |
| 30 | 0.901 | 0.839 | −6.9 |
| 100 | 0.746 | 0.667 | −10.6 |
| 300 | 0.510 | 0.445 | −12.8 |
| 1000 | 0.246 | 0.213 | −13.4 |
| 3000 | 0.099 | 0.086 | −13.4 |

The last film has $t=12$. In it, $P(0)$ divided by the mid-film slope of $P$ is 0.5775, against $1/\sqrt3=0.5774$, and the transmission divided by that slope is 1.3336, against $4/3$. These test the two properties of $S$.

**Q.** How much of this carries over to a real silicon device?

**A.** The bulk conductivity is close to that of pure silicon at room temperature, but $C$, $v$ and $\Lambda$ are effective values. The full heat capacity of silicon near 300 K is about 1.65 MJ/(m³ K), well above the 0.90 used here, so the absolute fluxes above are illustrative. The speed lies far below the mean sound speed of about 5900 m/s found from rough elastic constants, and real mean free paths are widely spread. Three equal shares of $Cv$ with paths of 25, 150 and 575 nm keep the bulk conductivity and lower $T$ from 0.746 to 0.594; the sampling error becomes −11.4%.

Blackness is also an assumption, and its effect depends on how much the contacts reflect. Suppose each contact absorbs a fraction $\epsilon$ and reflects the rest diffusely with density $2\mu$. If $B$ leaves a wall and $G$ arrives, the hot wall has $B_1=\epsilon+(1-\epsilon)G_1$ and net flux $j=B_1-G_1$. Eliminating $G_1$ gives $B_1=1-j(1-\epsilon)/\epsilon$; likewise $B_2=j(1-\epsilon)/\epsilon$ at the cold wall. With $j=T(B_1-B_2)$,

$$j=\frac{1}{1/T+2(1/\epsilon-1)} .$$

For $\epsilon=0.5$ this is $1/(1.341+2)=0.299$, and the flux falls from 319 to 128 MW/m².

Two other neglected effects are small here: the heat capacity changes by about 0.14% over 1 K, and the thermal wavelength, about 0.9 nm, is near 1% of the thickness.

**Q.** Does $\mu=\sqrt R$ itself survive in a crystal?

**A.** Not exactly. The cylinder argument holds mode by mode, but its height is $v_n\,dt$, with $v_n$ the normal component of that mode's group velocity. In an anisotropic crystal one therefore draws modes with weight $v_n$, and their directions need not follow $2\mu$. A crystal focuses phonons along certain directions, so the distribution can differ clearly from $2\mu$ even where the mean cosine stays close to $2/3$. For long elastic waves in silicon at a (001) wall, the mean emitted cosine comes out as 0.71 instead of 0.67. At 300 K shorter waves matter too and change the shift, so do not apply this value as a correction at room temperature. Even for long waves the sign of the shift depends on the wall's orientation: at a (111) wall the mean cosine lies slightly below 0.67. Speeds that differ between modes act in the same way: if every sampled phonon stands for the same surplus energy, as in the film calculation, an emitted phonon's mode is drawn in proportion to the mode's heat capacity times its speed, whereas a snapshot of the volume uses the heat capacity alone. The numerical output below lists the elastic constants used and the result for the (001) wall.

## Calculated quantities

```
Crossing fraction of gas (flux / (n v)): 0.2503
Mean cosine of crossing phonons: 0.6663
Share of crossings beyond 60 degrees: 0.2508
Largest gap to cumulative law mu^2: 0.00154
Largest gap to cumulative law mu: 0.2492
Heat capacity: 0.90 MJ/(m3 K)
Group speed: 1900 m/s
Mean free path: 250 nm
Film thickness: 100 nm; optical thickness 0.40
Wall temperature difference: 1.0 K at 300 K
Bulk conductivity: 142.5 W/(m K)
Emitted flux C v dT/4: 427.5 MW/m2
Transmission, root law: 0.7459
  heat flux, root law: 318.9 MW/m2
  effective conductivity, root law: 31.89 W/(m K)
Transmission, uniform law: 0.6668
  heat flux, uniform law: 285.1 MW/m2
  effective conductivity, uniform law: 28.51 W/(m K)
Flux error of uniform law: -10.60 %
Film rise at cold wall, root law: 0.3334 K
Tracked transmission, root law: 0.7454 +- 0.0004; theory 0.7459
Tracked transmission, uniform law: 0.6670 +- 0.0005; theory 0.6668
Tracked transmission, uniform with weight 2 mu: 0.7468 +- 0.0007; theory 0.7459
Tracked mean rise, both walls +1 K, root: 1.0009 +- 0.0008; theory 1.0000
Tracked mean rise, both walls +1 K, uniform: 1.2490 +- 0.0010; theory 1.2493
Uniform law, both walls +1 K: rise at 1 nm: 1.825 K
  rise at mid-film: 1.126 K
  rise lost from 1e-4 to 1e-3 mfp: 0.572 K; (ln 10)/4 = 0.576
Thickness nm | transmission root | uniform | error %
      10 | 0.9633 | 0.9261 | -3.86
      30 | 0.9013 | 0.8395 | -6.86
     100 | 0.7459 | 0.6668 | -10.60
     300 | 0.5104 | 0.4449 | -12.83
    1000 | 0.2460 | 0.2130 | -13.39
    3000 | 0.0994 | 0.0861 | -13.40
Thickest film: edge rise / slope: 0.5775; 1/sqrt(3) = 0.5774
  transmission / slope: 1.3336; 4/3 = 1.3333
  uniform / root transmission: 0.8660; sqrt(3)/2 = 0.8660
  mid-film rise, both walls +1 K, uniform: 0.8661 K
Transmission shift, 300 to 600 cells: 4.6e-07 (100 nm), 4.1e-05 (3000 nm)
Three mean free paths (25, 150, 575 nm), same bulk conductivity:
  transmission root, uniform: 0.5940, 0.5264; error -11.38 %
Rough elastic silicon (166, 64, 80 GPa; 2330 kg/m3), (001) wall:
  mean emitted cosine: 0.7055; isotropic 0.6667; grid shift 3.1e-05
Transmission if walls absorb half, diffuse: 0.2993
Heat capacity change over 1 K (Debye, rough 640 K): 0.138 %
Thermal wavelength h v_s/(k T): 0.94 nm; mean sound speed 5900 m/s
```
